# The squared bond-order sum rule and the 1/√z bound: a numerical check

```python
# Result under test: for doubly occupied levels in an orthonormal basis,
#   sum over j != i of |P_ij|^2 = N_i (2 - N_i),
# so z bonds of equal magnitude p obey p <= 1/sqrt(z).
# P = 2 * (projector on occupied levels), N_i = P_ii (electrons on orbital i),
# P_ij = bond order, t = hopping strength (H_ij = -t on a bond), z = neighbours.
import numpy as np
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.integrate import dblquad
from scipy.linalg import eigh, sqrtm
from scipy.special import expit

t = 2.0  # eV, round model parameter


def density(H, pairs):
    """Density matrix and total energy with the lowest levels doubly filled."""
    levels, vectors = np.linalg.eigh(H)
    assert levels[pairs] - levels[pairs - 1] > 1e-6 * t  # closed shell
    occupied = vectors[:, :pairs]
    return 2 * occupied @ occupied.T, 2 * levels[:pairs].sum()


def squared_orders(P):
    """Sum of squared bond orders from each orbital to all others."""
    off = P - np.diag(np.diag(P))
    return (off**2).sum(axis=1)


def ring(n):
    H = np.zeros((n, n))
    for i in range(n):
        H[i, (i + 1) % n] = H[(i + 1) % n, i] = -t
    return H


def honeycomb(L):
    H = np.zeros((2 * L * L, 2 * L * L))
    for i in range(L):
        for j in range(L):
            a = 2 * (i * L + j)
            for x, y in ((i, j), ((i - 1) % L, j), (i, (j - 1) % L)):
                b = 2 * (x * L + y) + 1
                H[a, b] = H[b, a] = -t
    return H


def square(L):
    """Periodic along x, antiperiodic along y: no zero-energy levels."""
    H = np.zeros((L * L, L * L))
    for x in range(L):
        for y in range(L):
            a = x * L + y
            b = ((x + 1) % L) * L + y
            c = x * L + (y + 1) % L
            H[a, b] = H[b, a] = -t
            H[a, c] = H[c, a] = t if y == L - 1 else -t
    return H


print(f"hopping t = {t:.2f} eV")

# Sum rule from energy derivatives alone, on a ring with unequal sites
H6 = ring(6) + t * np.diag([-1.0, 0.0, 0.3, 0.0, 0.5, 0.0])
H6[0, 2] = H6[2, 0] = -0.2 * t


def energy6(H):
    return 2 * np.linalg.eigvalsh(H)[:3].sum()


step = 1e-4 * t
P_energy = np.zeros((6, 6))
for i in range(6):
    for j in range(i, 6):
        D = np.zeros((6, 6))
        D[i, j] = D[j, i] = step
        slope = (energy6(H6 + D) - energy6(H6 - D)) / (2 * step)
        P_energy[i, j] = P_energy[j, i] = slope if i == j else slope / 2
N6 = np.diag(P_energy)
sum6 = squared_orders(P_energy)
assert np.allclose(sum6, N6 * (2 - N6), atol=1e-6)
assert np.ptp(N6) > 0.1
print("six-site ring: site energies -1,0,0.3,0,0.5,0 (units of t),")
print("  extra hopping -0.2 t between sites 1 and 3; 6 electrons")
for i in range(6):
    print(f"  site {i+1}: N = {N6[i]:.5f}, sum P^2 = {sum6[i]:.5f}, "
          f"N(2-N) = {N6[i]*(2-N6[i]):.5f}")

# Infinite-lattice values
def chain_order(n):
    return np.sinc(n / 2)  # sin(n pi/2)/(n pi/2)


def square_order(m, n):
    return chain_order(m + n) * chain_order(m - n)


for m, n in ((1, 0), (1, 1), (2, 1), (3, 0)):
    integral = dblquad(lambda ky, kx: np.cos(m * kx) * np.cos(n * ky),
                       0, np.pi, 0, lambda kx: np.pi - kx)[0]
    assert abs(2 * 4 * integral / (4 * np.pi**2) - square_order(m, n)) < 1e-7
grid = (np.arange(1500) + 0.5) * 2 * np.pi / 1500
f_abs = np.abs(1 + np.exp(1j * grid)[:, None] + np.exp(1j * grid)[None, :])
p_honey = f_abs.mean() / 3

# Finite lattices by diagonalization, compared with the infinite values
n_ring, L_h, L_s = 602, 20, 30
cases = (("chain", ring(n_ring), 2, 2 / np.pi, 2 / n_ring**2),
         ("honeycomb", honeycomb(L_h), 3, p_honey, 2 / L_h**3),
         ("square", square(L_s), 4, 4 / np.pi**2, 2 / L_s**2))
for name, H, z, p_inf, tolerance in cases:
    size = len(H)
    P, E = density(H, size // 2)
    bonds = H != 0
    assert np.all(bonds.sum(axis=1) == z)
    orders = (-P * np.sign(H))[bonds]
    p = orders.mean()
    assert np.allclose(np.diag(P), 1, atol=1e-9)
    assert np.allclose(squared_orders(P), 1, atol=1e-9)
    assert np.max(np.abs(orders - p_inf)) < tolerance
    assert abs(E / size + z * p * t) < 1e-9
    assert p < 1 / np.sqrt(z) and E / size > -np.sqrt(z) * t
    # colour the two sublattices, then check orders inside one of them
    colour = np.zeros(size)
    colour[0] = 1
    front = [0]
    while front:
        i = front.pop()
        for j in np.flatnonzero(bonds[i]):
            if colour[j] == 0:
                colour[j] = -colour[i]
                front.append(j)
            assert colour[j] == -colour[i]
    same = np.outer(colour, colour) > 0
    assert np.max(np.abs((P - np.eye(size))[same])) < 1e-9
    print(f"{name}: z = {z}, sites = {size}")
    print(f"  p finite: mean {p:.5f}, min {orders.min():.5f}, "
          f"max {orders.max():.5f}")
    print(f"  p infinite = {p_inf:.5f}, 1/sqrt(z) = {1/np.sqrt(z):.5f}, "
          f"ratio = {p_inf*np.sqrt(z):.4f}")
    print(f"  neighbour share z p^2 = {z*p_inf**2:.4f}, "
          f"farther orbitals = {1-z*p_inf**2:.4f}")
    print(f"  infinite energy/site = {-z*p_inf*t:.4f} eV, "
          f"floor = {-np.sqrt(z)*t:.4f} eV")
    if name == "chain":
        assert abs(P[0, 3] - chain_order(3)) < 20 / n_ring**2

# Parseval sums of the closed forms, truncated at a large distance
odd = np.arange(1, 200001, 2)
chain_sum = 2 * np.sum(chain_order(odd)**2)
assert abs(chain_sum - 1) < 1e-5
m, n = np.meshgrid(np.arange(-400, 401), np.arange(-400, 401))
square_sum = np.sum(square_order(m, n)**2) - 1
assert abs(square_sum - 1) < 5e-3  # slowly decaying diagonal tails
print(f"chain third-neighbour order = {chain_order(3):.5f}, "
      f"share of both = {2*chain_order(3)**2:.4f}")
print(f"square (2,1) order = {square_order(2,1):.5f}, "
      f"share of all eight = {8*square_order(2,1)**2:.4f}")
print(f"truncated sums: chain {chain_sum:.6f}, square {square_sum:.4f}")

# Chain away from half filling
P, E = density(ring(n_ring), 151)
N = P[0, 0]
p = P[0, 1]
assert abs(p - 2 / np.pi * np.sin(np.pi * N / 2)) < 2 / n_ring**2
assert np.allclose(squared_orders(P), N * (2 - N), atol=1e-9)
assert p < np.sqrt(N * (2 - N) / 2)
print(f"partly filled chain: N = {N:.5f}, p = {p:.5f}, "
      f"N(2-N) = {N*(2-N):.5f}, ceiling = {np.sqrt(N*(2-N)/2):.5f}")

# Signed hypercubes reach the ceiling for each z
X, Z = np.array([[0., 1.], [1., 0.]]), np.diag([1., -1.])
for z in range(1, 6):
    H = np.zeros((2**z, 2**z))
    for a in range(z):
        term = np.eye(1)
        for b in range(z):
            term = np.kron(term, Z if b < a else X if b == a else np.eye(2))
        H -= t * term
    P, E = density(H, 2**(z - 1))
    assert np.all((H != 0).sum(axis=1) == z)
    assert np.allclose(np.abs(P[H != 0]), 1 / np.sqrt(z), atol=1e-10)
    print(f"signed hypercube z = {z}: |p| = {np.abs(P[H != 0]).mean():.5f}")

# Fractional occupation: temperature
T = 300.0
kT = k_boltzmann * T / e_charge
levels, V = np.linalg.eigh(ring(1002))
filling = expit(-levels / kT)
P = 2 * (V * filling) @ V.T
deficit = 1 - squared_orders(P)[0]
assert abs(P[0, 0] - 1) < 1e-9
assert abs(deficit / (2 * kT / (np.pi * t)) - 1) < 1e-3
print(f"chain at T = {T:.0f} K: kT = {kT:.5f} eV, deficit = {deficit:.6f}, "
      f"2kT/(pi t) = {2*kT/(np.pi*t):.6f}")

# Fractional occupation: two half-filled zero modes of the four-site ring
levels, V = np.linalg.eigh(ring(4))
filling = np.array([1.0, 0.5, 0.5, 0.0])
P = 2 * (V * filling) @ V.T
loss = 4 * np.mean(filling * (1 - filling))
assert abs(levels[1]) < 1e-9 and abs(levels[2]) < 1e-9
assert np.allclose(squared_orders(P), 1 - loss, atol=1e-9)
print(f"four-site ring, shared zero modes: p = {P[0,1]:.4f}, "
      f"sum P^2 = {squared_orders(P)[0]:.4f}, loss = {loss:.4f}")

# Overlap breaks the simple sum; orthogonalization restores it
s = 0.2
S = np.array([[1, s], [s, 1]])
_, C = eigh(ring(2), S)
P = 2 * np.outer(C[:, 0], C[:, 0])
root = np.real(sqrtm(S))
P_orth = root @ P @ root
N = P[0, 0]
assert np.allclose(P @ S @ P, 2 * P)
assert abs(P[0, 1]**2 - N * (2 - N)) > 0.1
N_orth = P_orth[0, 0]
assert abs(P_orth[0, 1]**2 - N_orth * (2 - N_orth)) < 1e-10
print(f"two orbitals, overlap {s:.1f}: P12^2 = {P[0,1]**2:.4f}, "
      f"P11(2-P11) = {N*(2-N):.4f}")
print(f"  after orthogonalization: P12^2 = {P_orth[0,1]**2:.4f}, "
      f"N(2-N) = {N_orth*(2-N_orth):.4f}")
print("PASS")
```

Output:

```
hopping t = 2.00 eV
six-site ring: site energies -1,0,0.3,0,0.5,0 (units of t),
  extra hopping -0.2 t between sites 1 and 3; 6 electrons
  site 1: N = 1.34835, sum P^2 = 0.87865, N(2-N) = 0.87865
  site 2: N = 0.88993, sum P^2 = 0.98788, N(2-N) = 0.98788
  site 3: N = 0.86829, sum P^2 = 0.98265, N(2-N) = 0.98265
  site 4: N = 1.07272, sum P^2 = 0.99471, N(2-N) = 0.99471
  site 5: N = 0.81439, sum P^2 = 0.96555, N(2-N) = 0.96555
  site 6: N = 1.00634, sum P^2 = 0.99996, N(2-N) = 0.99996
chain: z = 2, sites = 602
  p finite: mean 0.63662, min 0.63662, max 0.63662
  p infinite = 0.63662, 1/sqrt(z) = 0.70711, ratio = 0.9003
  neighbour share z p^2 = 0.8106, farther orbitals = 0.1894
  infinite energy/site = -2.5465 eV, floor = -2.8284 eV
honeycomb: z = 3, sites = 800
  p finite: mean 0.52488, min 0.52488, max 0.52488
  p infinite = 0.52487, 1/sqrt(z) = 0.57735, ratio = 0.9091
  neighbour share z p^2 = 0.8265, farther orbitals = 0.1735
  infinite energy/site = -3.1492 eV, floor = -3.4641 eV
square: z = 4, sites = 900
  p finite: mean 0.40566, min 0.40454, max 0.40677
  p infinite = 0.40528, 1/sqrt(z) = 0.50000, ratio = 0.8106
  neighbour share z p^2 = 0.6570, farther orbitals = 0.3430
  infinite energy/site = -3.2423 eV, floor = -4.0000 eV
chain third-neighbour order = -0.21221, share of both = 0.0901
square (2,1) order = -0.13509, share of all eight = 0.1460
truncated sums: chain 0.999998, square 0.9990
partly filled chain: N = 0.50166, p = 0.45133, N(2-N) = 0.75166, ceiling = 0.61305
signed hypercube z = 1: |p| = 1.00000
signed hypercube z = 2: |p| = 0.70711
signed hypercube z = 3: |p| = 0.57735
signed hypercube z = 4: |p| = 0.50000
signed hypercube z = 5: |p| = 0.44721
chain at T = 300 K: kT = 0.02585 eV, deficit = 0.008230, 2kT/(pi t) = 0.008229
four-site ring, shared zero modes: p = 0.5000, sum P^2 = 0.5000, loss = 0.5000
two orbitals, overlap 0.2: P12^2 = 0.6944, P11(2-P11) = 0.9722
  after orthogonalization: P12^2 = 1.0000, N(2-N) = 1.0000
PASS
```
